# Petritz's Formula for Parallel Layers and Correction for an Interface Layer

## Definitions and conventions

A flat sample consists of conducting layers stacked along \(z\). Layer \(k\) has carrier density per area \(n_k\), mobility \(\mu_k>0\) and carrier sign \(s_k\), with \(s_k=+1\) for holes and \(-1\) for electrons; \(e>0\) is the elementary charge. The magnetic field \(B\) points along \(z\), the measured current flows along \(x\), and the Hall probes sit at the two edges in \(y\). All current densities \(J\) are currents per width, summed through the thickness of a layer or of the sample.

The probes draw no current, so the total transverse current vanishes, \(J_y=0\). Under this condition the sheet conductance and sheet Hall coefficient are

\[
G=\frac{J_x}{E_x},\qquad R_s=\frac{E_y}{J_xB}.
\]

With these signs, holes give \(R_s>0\). Reading the data as if there were one layer gives the apparent density and mobility

\[
n_H=\frac{1}{e|R_s|},\qquad \mu_H=|R_s|G .
\]

The result to be derived, Petritz's formula, is the low-field limit. For layers of equal sign it is sufficient that \((\mu_kB)^2\ll1\) in every layer; for mixed signs the field may have to be lower still, as shown below:

\[
G=e\sum_k n_k\mu_k,\qquad
R_s=\frac{\sum_k s_kn_k\mu_k^2}{e\left(\sum_k n_k\mu_k\right)^2}. \tag{1}
\]

The squared mobility weights each layer's carrier density. It does not weight each layer's Hall coefficient: those, as the second derivation shows, are weighted by the squared sheet conductance.

Both derivations need all layers to share the same in-plane field. In a steady state \(\nabla\times\mathbf E=0\), so \(\partial E_y/\partial z=\partial E_z/\partial y\). In a sample much wider than it is thick, nothing depends on \(y\) away from the edges. The right side is then zero, and \(E_y\) is the same at every depth. The same argument along the length gives a common \(E_x\). The argument holds for layers in good electrical contact over their area; the effect of a barrier, and the case of layers joined only at the contacts, are treated below.

## First derivation: force balance on the carriers

Let the carriers of one layer have mass \(m\) and a single scattering time \(\tau\). In the steady state friction balances the electric and magnetic forces:

\[
\frac{m\mathbf v}{\tau}=se(\mathbf E+\mathbf v\times\mathbf B)
\quad\Rightarrow\quad
\mathbf v=s\mu(\mathbf E+\mathbf v\times\mathbf B),\qquad \mu=\frac{e\tau}{m}.
\]

Since \(\mathbf v\times\mathbf B=(v_yB,-v_xB,0)\),

\[
v_x=s\mu(E_x+v_yB),\qquad v_y=s\mu(E_y-v_xB).
\]

Inserting each equation into the other and using \(s^2=1\) gives

\[
v_x=\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2},\qquad
v_y=\frac{s\mu E_y-\mu^2BE_x}{1+\mu^2B^2}.
\]

The layer's current is \(sen\mathbf v\). Multiplication by \(s\) removes the sign from the first term of each numerator and places it on the second. Summing over layers with the common field, and writing

\[
a=\sum_k\frac{n_k\mu_k}{1+\mu_k^2B^2},\qquad
b=\sum_k\frac{s_kn_k\mu_k^2}{1+\mu_k^2B^2},
\]

we obtain

\[
J_x=e(aE_x+bBE_y),\qquad J_y=e(aE_y-bBE_x).
\]

Setting the total \(J_y\) to zero gives \(E_y=(b/a)BE_x\). Then \(J_x=eE_x(a^2+b^2B^2)/a\), and

\[
R_s=\frac{b}{e(a^2+b^2B^2)},\qquad G=\frac{e(a^2+b^2B^2)}{a}. \tag{2}
\]

At low field the denominators in \(a\) and \(b\) tend to one. Moreover \(|b|\le\mu_{\max}a\), so \(b^2B^2\) is at most \((\mu_{\max}B)^2a^2\) and drops out. What remains is equation (1). With mixed signs, the terms of \(b\) can nearly cancel. The field must then be low enough that their corrections, of relative order \((\mu_kB)^2\) in each term, are also small compared with the difference that remains.

One power of \(\mu\) in \(n\mu^2\) comes from the drift velocity along \(x\), which sets the magnetic force. The other comes from the response to that force along \(y\).

Three cases show what (1) means:

- If all mobilities and signs are equal, \(\mu\) cancels and \(n_H\) is the total density.
- If the signs are equal but the mobilities differ, the Cauchy–Schwarz inequality \((\sum n\mu)^2\le(\sum n)(\sum n\mu^2)\) shows that \(n_H\) is below the total density.
- For one hole layer and one electron layer, \(R_s\) vanishes when their values of \(n\mu^2\) are equal, although carriers are plentiful.

**Finite field.** For two layers of equal sign, equation (2) can be made explicit. Take \(s=+1\); for electrons \(R_s\) changes sign. Each term of \(a+ibB\) is \(n\mu(1+i\mu B)/(1+\mu^2B^2)=n\mu/(1-i\mu B)\), so

\[
a+ibB=\frac{n_1\mu_1+n_2\mu_2-i(n_1+n_2)\mu_1\mu_2B}{(1-i\mu_1B)(1-i\mu_2B)} .
\]

Its squared modulus is \(a^2+b^2B^2\). Putting \(b\) over the same denominator \((1+\mu_1^2B^2)(1+\mu_2^2B^2)\), which then cancels, gives

\[
|R_s|=\frac{n_1\mu_1^2+n_2\mu_2^2+(n_1+n_2)\mu_1^2\mu_2^2B^2}
{e\left[(n_1\mu_1+n_2\mu_2)^2+(n_1+n_2)^2\mu_1^2\mu_2^2B^2\right]}. \tag{3}
\]

At very high field the terms in \(B^2\) dominate and \(|R_s|\to1/[e(n_1+n_2)]\). The mobility weighting disappears, and the measurement counts carriers.

## Second derivation: Hall sources in parallel

Now each layer is treated as a circuit element, with no model of its carriers. Measured alone, layer \(k\) has sheet conductance \(G_k\) and sheet Hall coefficient \(R_k\). If it carries \(J_{x,k}\) with open edges, its transverse field is \(R_kBJ_{x,k}\). If a transverse current \(J_{y,k}\) also flows, linear response adds an ohmic field:

\[
E_y=R_kBJ_{x,k}+\frac{J_{y,k}}{G_k}. \tag{4}
\]

This describes a voltage source with an internal resistance. Layers in contact are such sources connected in parallel. A layer whose own Hall field is larger than the common one drives current through the others.

Multiply (4) by \(G_k\) and sum over layers. The left side becomes \(GE_y\) with \(G=\sum_kG_k\), and the transverse currents add to zero:

\[
GE_y=B\sum_kR_kG_kJ_{x,k}+\sum_kJ_{y,k}=B\sum_kR_kG_kJ_{x,k}.
\]

The longitudinal currents follow from the common \(E_x\). The transverse current of a layer is of first order in \(B\), so the Hall field that it produces along \(x\) is of second order. In an isotropic layer the conductance cannot depend on the sign of \(B\), so, provided it varies smoothly with \(B\) near zero, its change is also of second order. To first order, therefore, \(J_{x,k}=G_kE_x=G_kJ_x/G\), and

\[
R_s=\frac{E_y}{J_xB}=\frac{\sum_kR_kG_k^2}{G^2}. \tag{5}
\]

One factor \(G_k/G\) is the layer's share of the current; the other is its weight as a source in the parallel circuit.

For a layer with one kind of carrier and one scattering time, \(G_k=en_k\mu_k\) and \(R_k=s_k/(en_k)\). Hence

\[
R_kG_k^2=\frac{s_k}{en_k}\,e^2n_k^2\mu_k^2=s_k\,e\,n_k\mu_k^2 .
\]

Dividing the sum by \(G^2=e^2(\sum n_k\mu_k)^2\) reproduces (1).

## What each derivation assumes

Both assume a steady state, isotropic layers, a wide sample, good contact between layers and zero net transverse current. Neither sets the transverse current of a single layer to zero. From (4), with \(J_{x,k}=G_kE_x\),

\[
J_{y,k}=G_k(E_y-R_kG_kBE_x),
\]

which vanishes when the layer's own Hall field equals the common one. Otherwise current flows one way in some layers, returns in others, and crosses between them near the edges.

The first derivation assumes a microscopic law with one scattering time per layer. In return it gives densities and mobilities directly and holds at any field within that model. The second assumes only linear response and low field. It says nothing about equation (3), but it remains valid when a layer's Hall coefficient is not \(1/(en)\). If \(R_k=s_kr_k/(en_k)\), with a Hall factor \(r_k\), equation (1) holds with \(n_k\) replaced by \(n_k/r_k\) and \(\mu_k\) by \(r_k\mu_k\), the values a Hall measurement on that layer alone would give.

The shared assumption of good contact can fail, for instance at an insulating barrier. The barrier supports a voltage that varies with \(y\), so \(\partial E_z/\partial y\) is not zero inside it and the layers can have different \(E_y\). A calculation of current conservation in the cross-section tests this, using two layers with the 300 K conductances and mobilities of the example below. In contact, the magnitude of \(E_y/(E_xB)\) is 630.1 cm²/(V s), the value from (1). With a nearly insulating barrier and Hall probes that touch only the film, the reading is 750.0 cm²/(V s), the film's own mobility, and the correction that follows would be wrong. "Nearly insulating" is measured against the sample width: for a barrier of specific resistance \(\rho_c\), current crosses between the layers within the transfer length \(L_T=\sqrt{\rho_c/(1/G_1+1/G_2)}\) of each edge. For a 5 mm wide sample with these conductances the reading is within 1 % of 630 when \(\rho_c\) is below about 0.65 Ω cm², and within 1 % of 750 only when it is above about \(10^3\) Ω cm². If the current contacts and the Hall probes all touch both layers, equation (1) survives at low field even across an insulating barrier. The layers have the same shape, so each is a Hall source with an internal resistance proportional to \(1/G_k\), and the probes connect these sources in parallel as in (4) and (5).

## Removing the interface layer

The quantities that add over layers are not \(n_H\) and \(\mu_H\), but

\[
X=\frac Ge=\sum_kn_k\mu_k,\qquad Y=\frac{R_sG^2}{e}=\sum_ks_kn_k\mu_k^2 .
\]

Let \(i\) denote a known interface layer and \(b\) the film above it. Subtraction leaves \(X_b=X-n_i\mu_i=n_b\mu_b\) and \(Y_b=Y-s_in_i\mu_i^2=s_bn_b\mu_b^2\). The sign of \(Y_b\) is the carrier sign of the film, and

\[
\mu_b=\frac{|Y_b|}{X_b},\qquad n_b=\frac{X_b^2}{|Y_b|}.
\]

For equal signs, \(X=n_H\mu_H\) and \(|Y|=n_H\mu_H^2\) give

\[
n_b=\frac{(n_H\mu_H-n_i\mu_i)^2}{n_H\mu_H^2-n_i\mu_i^2},\qquad
\mu_b=\frac{n_H\mu_H^2-n_i\mu_i^2}{n_H\mu_H-n_i\mu_i}. \tag{6}
\]

The layer's values can be read at low temperature if the film's carriers freeze onto their donors while the layer keeps its own. To use them at higher temperature, one needs them to stay nearly constant. Here degeneracy helps.

Suppose the layer's density is fixed and its scattering time depends on energy alone, \(\tau\propto E^p\) with a temperature-independent prefactor (phonon scattering would violate this), in a parabolic band with density of states \(g\propto E^{1/2}\). Write the distribution as \(f=f_0+(-f_0')\,m\mathbf v\cdot\mathbf u(E)\), where \(f_0\) is the Fermi function and \(f_0'=df_0/dE\). The linearized Boltzmann equation is

\[
se\,\mathbf E\cdot\mathbf v\,f_0'+\frac{se}{m}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}(f-f_0)=-\frac{f-f_0}{\tau}.
\]

Gradients of functions of energy are parallel to \(\mathbf v\) and drop out of the magnetic term. With \((\mathbf v\times\mathbf B)\cdot\mathbf u=-\mathbf v\cdot(\mathbf u\times\mathbf B)\), the common factor \((-f_0')\,m\mathbf v\) can be removed, leaving

\[
\mathbf u=\frac{se\tau(E)}{m}(\mathbf E+\mathbf u\times\mathbf B).
\]

This is the force balance of the first derivation, now for each energy. Averaging over directions, \(\overline{v_x^2}=2E/(3m)\), so an energy shell carries current like a density proportional to \(\tfrac23Eg(-f_0')\,dE\). Integration by parts confirms that these weights add to the full density, because \(\tfrac23\,d(Eg)/dE=g\). Energy shells are thus parallel carriers themselves, and (1) gives

\[
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},
\]

with averages taken over the weight \(E^{3/2}(-f_0')\).

In a degenerate layer this weight is narrow and centred near the Fermi energy \(E_F\). To leading order the variance of \(\tau\) is \((p\tau/E_F)^2\) times the mean squared energy deviation, which for \(-f_0'\) is \(\pi^2(kT)^2/3\). Hence

\[
r-1\simeq\frac{\pi^2}{3}p^2\left(\frac{kT}{E_F}\right)^2 .
\]

The temperature correction to the mobility is also of order \((kT/E_F)^2\). Since \(-f_0'\) is symmetric about the chemical potential, terms linear in the energy deviation average to zero, both in \(\langle\tau\rangle\) and in the fixed-density condition that sets the shift of the chemical potential.

## Worked example

The model film is n-type and 2.0 µm thick, with \(N_D=1.0\times10^{17}\) cm⁻³ donors, \(N_A=2.0\times10^{16}\) cm⁻³ acceptors, donor depth \(E_D=30\) meV and mass \(0.2\,m_e\). Its Hall factor is set to one. Measured from the band edge, the chemical potential \(\zeta\) fixes the volume density \(n=N_ce^{\zeta/kT}\), where \(N_c=2(mkT/2\pi\hbar^2)^{3/2}\), and the ratio of neutral to ionized donors, \(2e^{(\zeta+E_D)/kT}\). Eliminating \(\zeta\) and using neutrality, \(N_D^+=n+N_A\), gives

\[
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{2}e^{-E_D/kT}.
\]

The film mobility in cm²/(V s) is modelled by \(1/\mu_b=t^{3/2}/1000+t^{-3/2}/3000\), with \(t=T/300\) K. Below the film lies a 10 nm electron layer with \(4.00\times10^{13}\) cm⁻² and 50 cm²/(V s). The Hall data are generated from force balance at 0.1 T.

At 20 K the film holds about \(4\times10^5\) electrons per cm². The reading is therefore that of the layer: \(n_i=4.000\times10^{13}\) cm⁻² and \(\mu_i=50.00\) cm²/(V s). The model leaves out band bending and hopping among the donors. A degenerate layer in contact with a film of the same material spills electrons into it, here about \(3\times10^{12}\) cm⁻² in a Thomas–Fermi estimate with dielectric constant 9.5. These electrons do not freeze out and are counted with the layer. With a mobility of 300 cm²/(V s) they would change the 20 K reading to \(2.1\times10^{13}\) cm⁻² and 132 cm²/(V s), and the subtraction is then valid only if their mobility also stays constant with temperature.

At 300 K the data are \(G=1.8705\) mS and \(R_s=-33.684\) m²/C, so \(n_H=1.853\times10^{13}\) cm⁻² and \(\mu_H=630.1\) cm²/(V s). The subtraction is

\[
X_b=(11.675-2.000)\times10^{15}=9.675\times10^{15}\ \mathrm{(V\,s)^{-1}},
\]
\[
|Y_b|=(7.356-0.100)\times10^{18}=7.256\times10^{18}\ \mathrm{cm^2/(V\,s)^2}.
\]

Therefore \(n_b=X_b^2/|Y_b|=1.290\times10^{13}\) cm⁻² and \(\mu_b=|Y_b|/X_b=750\) cm²/(V s). Divided by the thickness, the density is \(6.45\times10^{16}\) cm⁻³; the uncorrected value would be \(9.265\times10^{16}\) cm⁻³, 44 % above the true film density. Subtracting densities directly would give \(n_H-n_i=-2.15\times10^{13}\) cm⁻², which is meaningless.

The layer holds 76 % of the electrons, carries 17 % of the current and supplies 1.4 % of \(|Y|\). Its main effect at 300 K is thus to shunt current: \(n_H/n_b=(X/X_b)^2/(Y/Y_b)=1.456/1.014=1.44\). The circulating currents balance as they should. In proportion to \(n_k\mu_k(\mu_k-\mu_H)\), the film contributes \(9.675\times10^{15}\times119.9=1.16\times10^{18}\) and the layer \(2.000\times10^{15}\times(-580.1)=-1.16\times10^{18}\).

In the following table densities are in \(10^{12}\) cm⁻² and mobilities in cm²/(V s).

| T (K) | \(n_H\) | \(\mu_H\) | \(n_b\) | \(\mu_b\) |
|---|---|---|---|---|
| 300 | 18.53 | 630 | 12.90 | 750 |
| 150 | 12.60 | 571 | 6.73 | 771 |
| 100 | 13.98 | 242 | 2.66 | 520 |
| 77 | 23.89 | 99 | 0.96 | 371 |

The corrected columns agree with the film's input values. This tests the inversion, not whether a real sample satisfies its assumptions.

The apparent density has a minimum of \(1.21\times10^{13}\) cm⁻² at 127 K and rises on further cooling, although the film keeps losing carriers. To see why, vary \(n_b\) at fixed mobilities in \(n_H=X^2/|Y|\). The derivative of \(\ln n_H\) is \(2\mu_b/X-\mu_b^2/|Y|\), which vanishes at \(2|Y|=\mu_bX\), or

\[
n_b\mu_b=n_i\mu_i\left(1-\frac{2\mu_i}{\mu_b}\right).
\]

For \(\mu_b>2\mu_i\) this is a minimum, reached when the film's conductance has fallen to the fraction \(1-2\mu_i/\mu_b\) of the layer's. In the example \(\mu_b\) also falls on cooling below 208 K, and this moves the minimum. With \(\alpha=d\ln\mu_b/d\ln n_b\), we have \(dX=(1+\alpha)X_b\,d\ln n_b\) and \(d|Y|=(1+2\alpha)|Y_b|\,d\ln n_b\), so the minimum lies at \(2(1+\alpha)X_b/X=(1+2\alpha)|Y_b|/|Y|\). Between 150 and 100 K the table gives \(\alpha\approx\ln(771/520)/\ln(6.73/2.66)=0.42\). At 127 K the model formulas give \(n_b=4.9\times10^{12}\) cm⁻² and \(\mu_b=673\) cm²/(V s), so \(|Y_b|/|Y|=0.96\) and the condition requires \(X_b/X=0.62\), or \(X_b\approx3.3\times10^{15}\) (V s)⁻¹, which is the model's \(n_b\mu_b\) at that temperature. The minimum thus occurs while the film still conducts more than the layer, whose value is \(2.0\times10^{15}\); the fixed-mobility condition explains why a minimum exists but not where it lies.

**Errors in the layer values.** Let \(\mu_i\) be wrong by a small relative amount \(\delta\). Then \(X_i=n_i\mu_i\) changes by \(\delta X_i\) and \(Y_i=n_i\mu_i^2\) by \(2\delta Y_i\). For equal signs, with all \(Y\) taken as magnitudes, \(\ln n_b=2\ln X_b-\ln Y_b\) changes by

\[
2\delta\left(\frac{Y_i}{Y_b}-\frac{X_i}{X_b}\right).
\]

At 300 K a 1 % increase of \(\mu_i\) lowers \(n_b\) by 0.39 %. At 77 K, \(X_i/X_b=5.6\) and \(Y_i/Y_b=0.75\), so the linear estimate is \(-9.7\) %; the full change is \(-9.5\) %. At fixed mobilities the linear estimate is proportional to \(X_i/X_b\), the ratio of the layer's current to the film's, so the correction becomes unreliable when the film carries only a small part of the current.

**Limits of constancy.** The layer's Fermi energy, treated as that of a three-dimensional parabolic band, is 213 meV, so \(kT/E_F=0.121\) at 300 K. For \(p=3/2\) the leading-order estimate gives \(r-1=0.109\); the full averages give 0.093, and the layer's drift mobility rises to 55.3 cm²/(V s). Correcting such data with the constant 20 K values subtracts too little from \(X\), by 2.2 % of \(X_b\), and too little from \(|Y|\), by 0.5 % of \(|Y_b|\). The resulting \(n_b\) is 4.0 % too high and \(\mu_b\) 1.7 % too low, relative to the film's input values. This is only the thermal-averaging part of the change, and the layer lies at the edge of the Boltzmann description. Its level broadening \(\hbar/\tau\approx116\) meV exceeds \(kT\), the product of Fermi wave number and mean free path is about 3.7, and hard walls 10 nm apart would give three occupied subbands with \(E_F\approx247\) meV. Quantum-interference corrections, whose scale \(e^2/\pi h\) is 3.8 % of the layer's conductance, vary with temperature and can be as large as the effect computed here.

**Field strength.** At 300 K equation (3) changes \(|R_s|\) from its low-field value by \(-0.0002\) % at 0.1 T and by \(-1.8\) % at 10 T. These values assume one scattering time per layer; a film with \(\tau\propto E^{-1/2}\) and the same low-field Hall values would give about \(-10\) % at 10 T. The high-field apparent density is \(5.29\times10^{13}\) cm⁻², the sum of film and layer. In (3) the terms in \(B^2\) overtake the others at about 59 T in the denominator and 99 T in the numerator, so this limit requires fields far above 100 T. There the Landau level spacing, 58 meV at 100 T for this mass, exceeds \(kT\) and the classical equation (3) no longer describes the film; for these mobilities the limit is a property of the formula, not a usable measurement. The remaining computed values are in the numerical output.

## Numbers as computed

```
film: thickness 2.0 um, donors 1.0e+17 cm^-3, acceptors 2.0e+16 cm^-3
donor depth 30 meV, mass 0.2 m_e
film mobility terms at 300 K: lattice 1000, impurity 3000 cm^2/(V s)
layer: 4.00e+13 cm^-2, 50.0 cm^2/(V s), 10 nm
magnetic field of the data: 0.1 T
layer Fermi energy: 213.2 meV
kT/E_F: 0.1212 at 300 K, 0.00808 at 20 K
layer Hall factor (p=1.5): 1.0931 at 300 K, 1.00048 at 20 K
layer drift mobility at 300 K (p=1.5): 55.33 cm^2/(V s)
True film values: T (K), n (cm^-3), n_sheet (cm^-2), mu (cm^2/(V s))
    300  6.450e+16  1.290e+13  750.0
    150  3.365e+16  6.731e+12  771.4
    100  1.331e+16  2.661e+12  519.6
     77  4.810e+15  9.620e+11  371.3
     20  2.130e+09  4.260e+05  51.6
Data: T (K), n_H (cm^-2), mu_H; corrected n_b (cm^-2), mu_b
    300  1.853e+13  630.1   1.290e+13  750.0
    150  1.260e+13  570.8   6.731e+12  771.4
    100  1.398e+13  242.0   2.661e+12  519.6
     77  2.389e+13  98.7   9.620e+11  371.3
20 K reading: n_i 4.000e+13 cm^-2, mu_i 50.00 cm^2/(V s)
minimum of n_H: 1.212e+13 cm^-2 at 127 K
300 K sheet conductance G: 1.8705 mS
300 K sheet Hall coefficient R_s: -33.684 m^2/C
300 K X total, layer, film: 1.1675e+16, 2.0000e+15, 9.6750e+15 1/(V s)
300 K |Y| total, layer, film: 7.3562e+18, 1.0000e+17, 7.2562e+18 cm^2/(V s)^2
300 K n_H/thickness: 9.265e+16 cm^-3
300 K corrected n_b/thickness: 6.450e+16 cm^-3
300 K excess of n_H over true film: 43.6 %
300 K wrong subtraction n_H-n_i: -2.147e+13 cm^-2
change of n_b for mu_i +1 %: -0.39 % at 300 K, -9.51 % at 77 K
energy-dependent layer, 300 K: n_b 1.341e+13 cm^-2, mu_b 737.3 cm^2/(V s)
  its errors: n_b 3.97 %, mu_b -1.70 %
E_y/(E_x B), layers in contact: 630.1 cm^2/(V s)
E_y/(E_x B), barrier between them: 750.0 cm^2/(V s)
300 K change of |R_s| from low-field value at 0.1 T: -0.0002 %
300 K change of |R_s| from low-field value at 10.0 T: -1.8232 %
300 K high-field apparent density: 5.290e+13 cm^-2
```
